# Peak transmission error from a finite imaginary energy at a resonant level

A resonant level of total width \(\Gamma\) transmits too little when its Green function is evaluated at \(E+i\eta\) instead of \(E\). Its peak transmission is multiplied by

\[
F=\left(\frac{\Gamma}{\Gamma+2\eta}\right)^2 .
\]

Here \(\Gamma\) is the full width at half maximum for \(\eta=0\), and \(\eta>0\) is the imaginary energy in the device region. With \(\Gamma=1.47\) meV and \(\eta=0.10\) meV the peak loses 23% of its height, although \(\eta\) is fifteen times smaller than \(\Gamma\).

## Back-of-envelope argument

An electron on the level escapes into the leads with probability rate \(\Gamma/\hbar\). The replacement \(E\to E+i\eta\) is equivalent to giving the level the energy \(E_0-i\eta\). Its amplitude then acquires the factor \(e^{-\eta t/\hbar}\), and its probability the factor \(e^{-2\eta t/\hbar}\). The total loss rate rises from \(\Gamma/\hbar\) to \((\Gamma+2\eta)/\hbar\).

On resonance, a steady incoming wave builds up an amplitude on the level inversely proportional to this total rate. The transmitted current is proportional to the square of that amplitude, which gives \(F\). One factor of 2 comes from the passage from amplitude to probability, and the outer square from the build-up of the amplitude.

## Controlled derivation

**The level and its leads.** Let \(c\) be the amplitude on a level of energy \(E_0\), coupled by matrix elements \(V_k\) to lead states of energy \(\varepsilon_k\). Eliminating the outgoing lead amplitudes adds to \(E_0\) the retarded self-energy

\[
\Sigma(E)=\sum_k\frac{|V_k|^2}{E-\varepsilon_k+i0^+},\qquad
\operatorname{Im}\Sigma=-\pi\sum_k|V_k|^2\delta(E-\varepsilon_k).
\]

Define the partial width of lead \(\alpha=L,R\) by

\[
\Gamma_\alpha=2\pi\sum_{k\in\alpha}|V_k|^2\delta(E-\varepsilon_k),\qquad \Gamma=\Gamma_L+\Gamma_R .
\]

Then \(\operatorname{Im}\Sigma=-\Gamma/2\). Assume for now that the widths do not depend on energy, and absorb the constant real part of \(\Sigma\) into \(E_0\). With the imaginary energy included,

\[
G(E)=\frac{1}{E+i\eta-E_0+i\Gamma/2}
=\frac{1}{E-E_0+i(\Gamma/2+\eta)} .
\]

**Transmission.** An electron arriving in state \(k\) of the left lead drives the level with strength \(V_k\), so \(c=GV_k\). It leaves to the right at the rate \(\Gamma_R|c|^2/\hbar\). Summing over incident states per unit energy gives the particle current

\[
\sum_{k\in L}\delta(E-\varepsilon_k)\frac{\Gamma_R}{\hbar}|G|^2|V_k|^2
=\frac{\Gamma_L}{2\pi}\,\frac{\Gamma_R}{\hbar}|G|^2
=\frac{\Gamma_L\Gamma_R|G|^2}{h}.
\]

One fully occupied incoming channel carries a particle current \(1/h\) per unit energy, because its velocity cancels against its density of states. The ratio of the two currents is the transmission:

\[
T(E)=\Gamma_L\Gamma_R|G|^2=
\frac{\Gamma_L\Gamma_R}{(E-E_0)^2+(\Gamma/2+\eta)^2}.
\]

**The peak.** At \(E=E_0\),

\[
T_{\rm peak}(\eta)=\frac{\Gamma_L\Gamma_R}{(\Gamma/2+\eta)^2}
=\frac{4\Gamma_L\Gamma_R}{(\Gamma+2\eta)^2},\qquad
T_{\rm peak}(0)=\frac{4\Gamma_L\Gamma_R}{\Gamma^2}.
\]

Their ratio is \(F\). The product \(\Gamma_L\Gamma_R\) cancels, so unequal contacts lower the clean peak but leave the factor unchanged.

**Small and large \(\eta\).** With \(x=2\eta/\Gamma\), the expansion \((1+x)^{-2}=1-2x+3x^2-\dots\) gives

\[
1-F=\frac{4\eta}{\Gamma}-\frac{12\eta^2}{\Gamma^2}+\dots
\]

In the opposite limit \(\eta\gg\Gamma\), \(F\approx(\Gamma/2\eta)^2\): the artificial loss then controls the peak.

To keep the fractional loss at a chosen value \(p\), set \(F=1-p\). Taking the positive square root gives \(1+2\eta/\Gamma=(1-p)^{-1/2}\), and hence

\[
\eta=\frac{\Gamma}{2}\left[(1-p)^{-1/2}-1\right]\approx\frac{p\,\Gamma}{4}
\quad(p\ll1).
\]

A one per cent error therefore requires \(\eta\approx\Gamma/400\).

## Where the missing electrons go

The reflection amplitude, up to a phase convention, is \(r=-1+i\Gamma_LG\): direct reflection plus the wave that the level sends back. Its squared modulus is

\[
R=1+\Gamma_L^2|G|^2+2\Gamma_L\operatorname{Im}G .
\]

Since \(\operatorname{Im}G=-(\Gamma/2+\eta)|G|^2\),

\[
R=1+\Gamma_L|G|^2(\Gamma_L-\Gamma-2\eta)
=1-\Gamma_L\Gamma_R|G|^2-2\eta\Gamma_L|G|^2 .
\]

The second term is \(-T\). The missing probability is therefore

\[
A=1-T-R=2\eta\Gamma_L|G|^2,\qquad
A_{\rm peak}=\frac{8\eta\Gamma_L}{(\Gamma+2\eta)^2}.
\]

The imaginary energy acts as an absorber. The deficit \(1-T-R\) reveals it in a calculation that obtains \(T\) and \(R\) separately.

Physical dephasing differs, because it conserves electrons. Replace the absorber by a voltage probe that returns every absorbed electron at the same energy. A returned electron finally leaves to the right with probability \(\Gamma_R/\Gamma\), since re-entering the probe merely repeats the process. Thus

\[
T_{\rm probe}=T+A\frac{\Gamma_R}{\Gamma}
=\Gamma_L\Gamma_R|G|^2\left(1+\frac{2\eta}{\Gamma}\right).
\]

At the peak the extra bracket cancels one power of the suppression. The factor becomes \(\Gamma/(\Gamma+2\eta)\), so \(\eta\) used as a stand-in for such energy-conserving dephasing overstates the loss of current.

## Integrated quantities lose one power

The half-maximum points satisfy \(|E-E_0|=\Gamma/2+\eta\), so the computed full width is

\[
W=\Gamma+2\eta .
\]

The line is lower but broader. From \(\int dE/(E^2+b^2)=\pi/b\) with \(b=\Gamma/2+\eta\),

\[
\int T\,dE=\frac{2\pi\Gamma_L\Gamma_R}{\Gamma+2\eta}.
\]

The area is multiplied by \(\Gamma/(\Gamma+2\eta)\), the square root of \(F\). This applies to the linear conductance at temperature \(\Theta\) when the thermal window, a few \(k_B\Theta\) wide, is much wider than \(W\) and includes the resonance. The Fermi-function derivative is then nearly constant across the line.

It applies also to a sum over in-plane momentum \(k_\parallel\), provided that all layers share the in-plane mass \(m_\parallel\) and the widths are constant. Then \(T\) depends on \(E_z=E-\hbar^2k_\parallel^2/2m_\parallel\), and

\[
\int\frac{d^2k_\parallel}{(2\pi)^2}T
=\int\frac{k_\parallel dk_\parallel}{2\pi}T
=\frac{m_\parallel}{2\pi\hbar^2}\int T(E_z)\,dE_z .
\]

The range of \(E_z\) must cross the whole resonance.

## From one level to an extended junction

In a real structure the self-energy varies with energy. Write \(D(z)=z-E_0-\Sigma(z)\), so that \(G=1/D\). Let \(D\) vanish at the complex pole \(z_p=E_r-i\Gamma/2\). Close to it, \(D(z)\approx D'(z_p)(z-z_p)\), and at \(z=E+i\eta\)

\[
G\approx\frac{1/D'(z_p)}{E-E_r+i(\Gamma/2+\eta)} .
\]

The numerator cancels from the ratio of peaks. The estimate survives, with \(\Gamma\) equal to minus twice the imaginary part of the pole. It requires an isolated resonance, and couplings that vary little over energies of order \(\Gamma\) and \(\eta\).

This width differs in general from the bare \(\gamma=-2\operatorname{Im}\Sigma(E_r)\). Neglect the energy dependence of \(\operatorname{Im}\Sigma\) and define \(Z=1/(1-\operatorname{Re}\Sigma')\). Near \(E_r\), \(D(E)\approx(E-E_r)/Z+i\gamma/2\), so the pole gives \(\Gamma=Z\gamma\). If \(\eta\) is added to the level but not to \(\Sigma\),

\[
D(E)+i\eta\approx\frac1Z\left[E-E_r+i\left(\frac{\Gamma}{2}+Z\eta\right)\right].
\]

The loss is then governed by \(Z\eta\). For eliminated states away from resonance, \(-\Sigma'=\sum_k|V_k|^2/(E-\varepsilon_k)^2\) is their total weight relative to the level; if only such states contribute to \(\operatorname{Re}\Sigma'\), \(Z\) is the fraction of the resonant state that feels \(\eta\). Lead states at the resonance energy can contribute with the opposite sign, and \(Z\) can then exceed one: a level coupled by \(V\) to two semi-infinite chains of hopping \(t\), at their band centre, has \(\operatorname{Re}\Sigma'=V^2/t^2\) and \(Z=1/(1-V^2/t^2)\). For the junction below, \(Z\) is within 0.1% of one when \(\eta\) covers the well and both barriers, and about 0.87 when it covers the well alone.

Conversely, if \(\eta\) enters the lead self-energies alone, and these vary slowly, the resonant state feels almost no absorption and the factor is close to one.

## Comparison for a double-barrier junction

Consider one-dimensional motion through two barriers, described by

\[
H=-\frac{d}{dz}\frac{\hbar^2}{2m(z)}\frac{d}{dz}+U(z).
\]

The barriers are 1.0 nm thick, rise 1.0 eV above the Fermi level and have mass \(0.4m_e\). The well is 1.0 nm wide with its bottom at \(-1.0\) eV, the same for both spins. Well and leads have mass \(m_e\). The lead band bottoms are \(-1.0\) eV for majority and \(-0.2\) eV for minority electrons. The Fermi level is zero.

On a grid of step \(a=0.05\) nm, neighbouring points are joined by \(-\hbar^2/(2\bar m a^2)\), with \(\bar m\) the mean of their masses. Each semi-infinite lead contributes the end-point self-energy \(-te^{iqa}\), where \(t=\hbar^2/(2m_ea^2)\) and \(q\) is the outgoing wave number. The width follows from the complex pole at \(\eta=0\). The peaks are found separately, by solving for the Green function at real \(E\) with \(\eta\) on the device points.

Each entry below gives the directly computed factor, then the formula.

| Alignment | \(\Gamma\) (meV) | \(\eta=0.01\) meV | \(\eta=0.10\) meV | \(\eta=1.00\) meV |
|---|---|---|---|---|
| Parallel, majority | 1.468 | 0.973 / 0.973 | 0.774 / 0.775 | 0.179 / 0.179 |
| Parallel, minority | 0.851 | 0.955 / 0.955 | 0.655 / 0.656 | 0.089 / 0.089 |
| Antiparallel | 1.160 | 0.966 / 0.966 | 0.727 / 0.727 | 0.134 / 0.135 |

For the majority resonance at \(\eta=0.10\) meV the arithmetic is

\[
F=\left(\frac{1.468}{1.468+0.200}\right)^2=(0.8801)^2=0.775 .
\]

The calculation was repeated with \(\eta\) in the leads as well. Over both placements and all nine cases, the largest deviation is 0.54% of the formula's value. With \(\eta=0.10\) meV in the leads alone, the antiparallel factor is 0.99996.

The linear estimate \(4\eta/\Gamma\) predicts a majority loss of 27%, against the actual 23%. The quadratic term, \(12(0.100/1.468)^2=5.6\%\), lowers the estimate by slightly more than the actual difference of 4.7 percentage points; the higher terms of the series make up the remainder. A loss of 1% requires \(\eta=3.7\) micro-eV, and the direct calculation at that value indeed loses 1.00%.

The other signatures also appear at \(\eta=0.10\) meV. The majority line broadens from 1.468 to 1.668 meV. The reflection is 0.014 and the missing probability 0.211, equal to the formula's value to three digits. Voltage probes of the same strength on all device points raise the peak from 0.774 to 0.880, as \(\Gamma/(\Gamma+2\eta)\) requires.

**Consequence for spin contrast.** In parallel alignment the structure is symmetric and both spins have a clean peak of 1. The narrower minority line loses more, so the peak heights acquire a false polarisation

\[
\frac{0.774-0.655}{0.774+0.655}\approx0.083 .
\]

Each peak is taken at its own energy, 1.83 meV for majority and 1.48 meV for minority, so this is not a polarisation at one common energy.

In antiparallel alignment one contact has half the majority width and the other half the minority width. The clean peak should therefore be

\[
\frac{4(1.468)(0.851)}{(1.468+0.851)^2}=0.929,
\]

against 0.930 computed directly. The mean parallel peak thus exceeds the antiparallel one by \(1/0.930-1=7.5\%\). At \(\eta=0.10\) meV the antiparallel peak is \(0.7272\times0.9300=0.6763\), and the mean parallel peak is 0.7149. The excess falls to \(0.7149/0.6763-1=5.7\%\). An error common to all channels would cancel from this ratio; this one does not, because it depends on the width.

## Removing the error

The inverse square root of the peak is linear in \(\eta\):

\[
s(\eta)=\frac{1}{\sqrt{T_{\rm peak}}}
=\frac{\Gamma+2\eta}{2\sqrt{\Gamma_L\Gamma_R}} .
\]

Let \(s_1=s(\eta)\) and \(s_2=s(2\eta)\). Linearity gives \(s(0)=2s_1-s_2\). Also \(s_2-s_1=\eta/\sqrt{\Gamma_L\Gamma_R}\), while \(s(0)=\Gamma/(2\sqrt{\Gamma_L\Gamma_R})\). Dividing one by the other,

\[
T_{\rm peak}(0)=\frac{1}{(2s_1-s_2)^2},\qquad
\Gamma=2\eta\,\frac{2s_1-s_2}{s_2-s_1}.
\]

Two runs, at 0.10 and 0.20 meV, recover a majority peak of 1.0001 and a width of 1.466 meV, 0.14% below the pole value. The slight excess over unity is an extrapolation error, not a physical transmission.

One run suffices if the line is well resolved: use \(\Gamma=W-2\eta\). Here this gives \(1.668-0.200=1.468\) meV, and the corrected peak is \(0.774(1.668/1.468)^2=1.00\). In either method the energy points must be dense enough to locate the maximum. Both width formulas assume \(Z\approx1\). Otherwise the two-run peak is still correct, but the two-run width is \(\Gamma/Z\), 15% too large here if \(\eta\) covers the well alone, and the one-run rule becomes \(\Gamma=W-2Z\eta\).

## Temperature and the real device

At 300 K, \(k_B\Theta=25.9\) meV, far above the majority width. For a symmetric junction the area is \(\pi\Gamma/2\), and the Fermi-function derivative has maximum \(1/(4k_B\Theta)\). The mean transmission is therefore about

\[
\frac{\pi(1.468)}{8(25.9)}=0.022 .
\]

Direct integration gives 0.0220 at \(\eta=0\) and 0.0193 at \(\eta=0.10\) meV. Their ratio is 0.878, against 0.880 from the area rule: the error of this one-dimensional conductance is 12%, about half the peak error. A planar junction also sums over \(k_\parallel\). With the unequal masses of this model the line narrows as \(k_\parallel\) grows, and the error on this level's contribution rises to about 13%. The sum also brings the lower level, only about 0.03 meV wide at \(k_\parallel=0\), to the Fermi energy, and its small contribution is suppressed much more strongly. For the in-plane sum, a separate single level of the same width was placed 0.2 eV below the chosen energy, so that the sum crosses it; the factor is again 0.880.

Barriers about 1 nm thick are in the range used for MgO memory junctions; the height and mass here are rough effective values. The minority lead band is less realistic. In iron along the usual growth direction, the minority spin lacks, at the Fermi level, the band of the symmetry that tunnels best through MgO, so the 8% false polarisation belongs to this model. The assumption of a sharp, uniform, coherent level is also strongly broken. A well wider by 0.05 nm, less than an atomic layer, moves the majority resonance by \(-70\) meV, or 48 widths, so thickness fluctuations can smear the line far beyond \(\Gamma\). A rough inelastic lifetime of 100 fs adds 6.6 meV of width. If its effect is modelled by the voltage probe above, which breaks phase but leaves the energy unchanged, the physical peak falls to \(1.47/(1.47+6.58)=0.18\) of its coherent value. Real energy exchange is outside that model. The numerical error must still be removed first, since it absorbs electrons that the probe would return.

The nearest lower level is 0.735 eV away, which supports treating the resonance as isolated. Halving the grid step moves the resonance from 1.8 to 7.2 meV, more than three widths, but changes \(\Gamma\) by 1.7%, to 1.494 meV. The resonance position is thus not converged on the scale of its width. The majority factor depends on this width and moves little, from 0.775 to 0.778 at \(\eta=0.10\) meV. The minority width is more sensitive to the grid and changes by 2.9%. In the limit of zero step the widths are 1.502 and 0.885 meV, the false polarisation falls from 8.3% to 7.9%, and the parallel excess reads 7.1% at \(\eta=0\) and 5.4% at \(\eta=0.10\) meV instead of 7.5% and 5.7%. The finer digits above compare formula and calculation on one grid; they do not measure the accuracy of the junction model. Charging, finite bias, spin-orbit coupling and the full band structure are left out. The numerical output follows.

## Computed results

```
barrier: thickness 1.0 nm, top 1.0 eV, mass 0.4 m_e
well: width 1.0 nm, bottom -1.0 eV, mass 1 m_e
lead band bottoms: majority -1.0 eV, minority -0.2 eV
grid step: 0.05 nm; Fermi level: 0 eV
majority: resonance 1.83 meV, Gamma 1.4682 meV, clean peak 1.0000
minority: resonance 1.48 meV, Gamma 0.8513 meV, clean peak 1.0000
antiparallel: resonance 1.65 meV, Gamma 1.1595 meV, clean peak 0.9300
majority, eta 0.01 meV: factor direct 0.9733, formula 0.9733
majority, eta 0.10 meV: factor direct 0.7744, formula 0.7746
majority, eta 1.00 meV: factor direct 0.1788, formula 0.1792
minority, eta 0.01 meV: factor direct 0.9546, formula 0.9546
minority, eta 0.10 meV: factor direct 0.6554, formula 0.6557
minority, eta 1.00 meV: factor direct 0.0889, formula 0.0891
antiparallel, eta 0.01 meV: factor direct 0.9663, formula 0.9664
antiparallel, eta 0.10 meV: factor direct 0.7272, formula 0.7274
antiparallel, eta 1.00 meV: factor direct 0.1344, formula 0.1347
largest relative deviation from formula: 0.535 %
following majority results use eta = 0.10 meV
small-eta estimate of peak loss, 4 eta/Gamma: 27.24 %
actual peak loss: 22.56 %
antiparallel factor with eta in leads only: 0.99996
antiparallel clean peak from partial widths: 0.9293
full width at eta=0: 1.4682 meV; with eta: 1.6683 meV
reflection at peak: 0.0144
missing probability: direct 0.2112, formula 0.2110
peak with voltage probes: 0.8800
Gamma/(Gamma+2 eta): 0.8801
extrapolated peak: 1.0001; Gamma: 1.4662 meV
eta for 1 % peak loss: 3.698 micro-eV; direct loss 1.001 %
false spin polarisation of peaks: 8.32 %
in-plane momentum sum factor: 0.8799
thermal energy at 300 K: 25.85 meV
300 K mean transmission: eta=0 0.02195, with eta 0.01928
300 K conductance factor: 0.8782
rough inelastic lifetime: 100 fs; width 6.58 meV
physical peak factor for that lifetime: 0.182
level shift for well wider by 0.05 nm: -70.2 meV
distance to next lower level: 0.735 eV
half grid step: resonance 7.15 meV, Gamma 1.4935 meV
```
